# Why an insulator's exchange-correlation kernel diverges at long wavelength, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I measure the electronic dielectric constant of insulators. Where does the exchange-correlation kernel enter that number?

**A.** I use Hartree atomic units and static linear response of a periodic crystal whose density \(n(\mathbf r)\) is positive everywhere. A potential energy of wave vector \(\mathbf q+\mathbf G'\) induces density at every \(\mathbf q+\mathbf G\), so responses are matrices in reciprocal lattice vectors. The element \(\mathbf G=\mathbf G'=0\) is the head, the rest of that row and column are the wings, and the remainder is the body. The interacting response \(\chi\) follows from the Kohn-Sham response \(\chi_0\), the Coulomb kernel \(v_G=4\pi/|\mathbf q+\mathbf G|^2\) and \(f=\delta^2E_{xc}/\delta n\,\delta n\) through \(\chi^{-1}=\chi_0^{-1}-v-f\). Split \(v\) into its head \(v_0=4\pi/q^2\) and the rest \(\bar v\), and define the proper response \(P\), the response to the total macroscopic potential:
\[ P^{-1}=\chi_0^{-1}-\bar v-f . \]
Then \(\chi^{-1}=P^{-1}-v_0\,e_0e_0^T\), with \(e_0\) the unit vector of \(\mathbf G=0\). Multiplying by \(P\) from the left and \(\chi\) from the right gives \(\chi=P+P e_0v_0e_0^T\chi\), whose head is \(\chi_{00}=P_{00}/(1-v_0P_{00})\). The macroscopic dielectric constant is the inverse of the head of \(\epsilon^{-1}=1+v\chi\), and \(1+v_0\chi_{00}=1/(1-v_0P_{00})\), so
\[ \epsilon_M=1-\frac{4\pi}{q^2}P_{00}=1+4\pi a,\qquad a=-\lim_{q\to0}\frac{P_{00}}{q^2}. \]
The kernel matters if it changes the coefficient of \(q^2\) in \(P_{00}\).

**Q.** Why should \(P_{00}\) vanish as \(q^2\)?

**A.** Take \(\chi_0\) first, with filled valence bands \(v\), empty bands \(c\), cell volume \(\Omega\) and \(N_k\) k-points:
\[ \chi_{0,GG'}=-\frac{4}{\Omega N_k}\sum_{kvc}\frac{\rho_{vc}(\mathbf G)\,\rho_{vc}(\mathbf G')^*}{\omega_{cv}},\qquad \rho_{vc}(\mathbf G)=\langle v\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|c\,\mathbf k+\mathbf q\rangle . \]
Here \(\omega_{cv}\) is the orbital energy difference; one factor 2 is spin, and the other counts the two orderings of occupied and empty state, which time reversal makes equal after the k-sum. For \(\mathbf G=0\) the matrix element is the overlap \(\langle u_{v\mathbf k}|u_{c\,\mathbf k+\mathbf q}\rangle\) of the periodic parts, zero at \(q=0\) by orthogonality. The Bloch Hamiltonian changes by \(\mathbf q\cdot(\mathbf p+\mathbf k)+q^2/2\), and first-order perturbation theory gives \(\rho_{vc}(0)=\mathbf q\cdot\mathbf p_{vc}/\omega_{cv}\), finite per unit \(q\) because the gap keeps \(\omega_{cv}\) away from zero. For \(\mathbf G\ne0\) the element has a finite limit. Each index \(0\) therefore carries one power of \(q\): head \(q^2\), wings \(q\), body \(1\). For \(\mathbf q\) along \(x\) the head coefficient is \(a_0=(4/\Omega N_k)\sum|p^x_{vc}|^2/\omega_{cv}^3\).

The same scaling holds for \(P\) under one assumption, which is what "insulator" means here: a uniform macroscopic force \(\mathcal E\) produces a finite dipole density \(\mathcal P\) and a finite change of the periodic density. A potential \(\phi e^{iqx}\) exerts the force \(\mathcal E=-iq\phi\), and \(\delta n=-\nabla\cdot\mathcal P\) gives \(\delta n_q=-iq\mathcal P\). With \(\mathcal P=a\mathcal E\) this is \(\delta n_q=-q^2a\phi\). I remove the powers of \(q\) with a diagonal matrix:
\[ \chi_0=-UM_0U^\dagger,\qquad P=-UMU^\dagger,\qquad U=\mathrm{diag}(-iq,1,1,\dots). \]
\(M_0\) and \(M\) have finite limits along a fixed direction of \(\mathbf q\), and \(M_{00}=a\). They are the response matrices of the variables (dipole, periodic density components). I assume both are positive definite, which is stability at fixed macroscopic field and is what "stable" means below, and that the Kohn-Sham system has a gap too.

**Q.** How large must a kernel be to survive in that limit?

**A.** Write \(K=\bar v+f\), insert the scaled forms into \(P^{-1}=\chi_0^{-1}-K\), and multiply by \(-U^\dagger\) from the left and \(U\) from the right:
\[ M^{-1}=M_0^{-1}+F,\qquad F=U^\dagger KU . \]
Since \(U^\dagger_{00}=iq\) and \(U_{00}=-iq\), and \(\bar v\) has neither head nor wings,
\[ F_{00}=q^2f_{00},\qquad F_{0G}=iq\,f_{0G},\qquad F_{GG'}=\bar v_G\delta_{GG'}+f_{GG'} . \]
Read forwards, this says that a kernel bounded as \(q\to0\) loses its head and wings and keeps its body. Read backwards, it fixes the exact kernel: \(F=M^{-1}-M_0^{-1}\) is a difference of two finite matrices, so
\[ f_{00}\to\frac{\gamma}{q^2},\qquad f_{0G}\to-\frac{i}{q}F_{0G},\qquad \gamma=(M^{-1})_{00}-(M_0^{-1})_{00}. \]
The divergence is absent only if two independent finite numbers coincide. No step here forbids that, so \(\gamma\neq0\) has to be shown in cases, and its sign is left open. A head \(\gamma/q^2\) has the form of the Coulomb head, a tail \(\gamma/(4\pi|\mathbf r-\mathbf r'|)\) in real space when \(\gamma\) does not depend on the direction of \(\mathbf q\), as in a cubic crystal, so \(\gamma\) is a pure number to be compared with \(4\pi\).

**Q.** And a semilocal kernel is bounded?

**A.** Yes, if semilocal means an explicit function of the density and its derivatives. Take \(E_{xc}=\int e(n,\sigma)\,d^3r\) with \(\sigma=|\nabla n|^2\). Under \(n\to n+\lambda\,\delta n\), \(\sigma\) changes by \(2\lambda\nabla n\cdot\nabla\delta n+\lambda^2|\nabla\delta n|^2\). The Taylor term of order \(\lambda^2\) is
\[ \tfrac12\int\left[e_{nn}\,\delta n^2+4e_{n\sigma}\,\delta n\,\nabla n\cdot\nabla\delta n+4e_{\sigma\sigma}(\nabla n\cdot\nabla\delta n)^2+2e_\sigma|\nabla\delta n|^2\right], \]
where subscripts are partial derivatives and the last term is the first derivative times the second-order change of \(\sigma\). Use \(2\,\delta n\nabla\delta n=\nabla(\delta n^2)\) and replace the two factors \(\delta n\) by \(\bar\varphi=e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\) and \(\varphi'=e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}\). With \(\langle\ \rangle\) the cell average,
\[ f_{GG'}=\left\langle e_{nn}\bar\varphi\varphi'+2e_{n\sigma}\nabla n\cdot\nabla(\bar\varphi\varphi')+4e_{\sigma\sigma}(\nabla n\cdot\nabla\bar\varphi)(\nabla n\cdot\nabla\varphi')+2e_\sigma\nabla\bar\varphi\cdot\nabla\varphi'\right\rangle . \]
The phases \(e^{\pm i\mathbf q\cdot\mathbf r}\) cancel in every product, and \(\mathbf q\) enters only through gradients, so each element is a polynomial in \(\mathbf q\) with coefficients that are finite when \(n>0\). For the head \(\bar\varphi\varphi'=1\), and \(f_{00}=\langle e_{nn}\rangle+q^2\langle4e_{\sigma\sigma}(\partial_xn)^2+2e_\sigma\rangle\). Higher derivatives of \(n\) raise the degree of the polynomial and cannot produce a negative power. Hence \(\gamma=0\) and \(F_{0G}=0\) at \(q=0\).

At small finite \(q\) the head enters \(F\) at order \(q^2\) and the wings at order \(q\). The linear term drops out of \(\epsilon_M\). A static response function is real and symmetric in \(\mathbf r,\mathbf r'\), which gives \(P_{GG'}(\mathbf q)=P_{-G',-G}(-\mathbf q)\) and so \(P_{00}(\mathbf q)=P_{00}(-\mathbf q)\). This holds with the full kernel and with its body alone, and all ingredients have power series in \(q\) along a fixed direction. Head and wings together therefore shift \(\epsilon_M\) at order \(q^2\).

**Q.** Yet an LDA-kernel calculation and an RPA calculation give different dielectric constants. Doesn't that contradict you?

**A.** It contradicts the loose statement that a semilocal kernel contributes nothing. The true statement is that its head and wings contribute nothing; its body acts through local fields. Split any of these matrices into the index \(0\) and the block \(b\) of all \(\mathbf G\neq0\). Solving \(Mz=e_0\) for \(z=(z_0,z_b)\), the lower rows give \(z_b=-M_{bb}^{-1}M_{b0}z_0\), and the top row then gives \(z_0=(M^{-1})_{00}=1/s\) with
\[ s=M_{00}-M_{0b}M_{bb}^{-1}M_{b0}. \]
The same elimination applied to \(N=M^{-1}\) gives
\[ \frac1a=N_{00}-N_{0b}N_{bb}^{-1}N_{b0}. \]
A bounded kernel changes \(N_{bb}\) and through it \(a\), provided the wings \(N_{0b}\) are nonzero. The field distorts the periodic density, the body acts on that distortion, and the distortion feeds back into the dipole.

Three consequences follow. First, a bounded kernel leaves \(N_{00}\) alone, so \(s=s_0\), the Kohn-Sham value, and in general \(\gamma=1/s-1/s_0\). Second, \(a=s+M_{0b}M_{bb}^{-1}M_{b0}\ge s\) for positive \(M_{bb}\), so a bounded stable kernel obeys \(\epsilon_M\ge1+4\pi s_0\); if the wings of \(M_0\) vanish it cannot move \(\epsilon_M\) at all. Third, adding \(\gamma\) to \(N_{00}\) with everything else fixed adds \(\gamma\) to \(1/a\):
\[ \frac{4\pi}{\epsilon_M-1}=\frac{4\pi}{\epsilon_M^{(\gamma=0)}-1}+\gamma . \]
The head \(-\alpha/q^2\) of the long-range-corrected kernel \(-\alpha\,\delta_{GG'}/|\mathbf q+\mathbf G|^2\) is this term with \(\alpha=-\gamma\); its \(\mathbf G\neq0\) elements are bounded and belong to the body. If it is used on top of a quasiparticle-shifted \(\chi_0\), the algebra is unchanged but \(s_0\) belongs to that reference, so \(\gamma\) depends on the reference.

**Q.** What is \(s\) physically, and why should exchange and correlation change it?

**A.** Apply the dipole perturbation together with an arbitrary periodic potential with components \(u\). The response is the quadratic form \(z^\dagger Mz\) with \(z=(1,u)\). Setting its gradient to zero gives \(M_{b0}+M_{bb}u=0\), which says that the periodic density does not change, and the minimum value is \(s\). So \(s\) is the polarizability at clamped periodic density. If the crystal consisted of non-overlapping units, \(u\) could be a sawtooth that makes \(x+u\) constant on each unit, which produces no response, and \(s\) would vanish. It measures polarization carried by charge passing from cell to cell.

The energy cost of a density change is \(-\tfrac12\delta n^\dagger P^{-1}\delta n\) per volume, apart from the macroscopic electrostatic energy. With \(\delta n=Uy\) and \(y=(\mathcal P,\delta n_G)\) it is \(\tfrac12y^\dagger M^{-1}y\), and the exchange-correlation head contributes
\[ \tfrac12f_{00}|\delta n_q|^2=\tfrac12\,q^2f_{00}\,\mathcal P^2=\tfrac12\gamma\mathcal P^2 . \]
Thus \(\gamma=\partial^2E_{xc}/\partial\mathcal P^2\) per volume at fixed periodic density. A crystal polarized at clamped periodic density has the same \(n(\mathbf r)\) in the bulk, up to \(q\mathcal P\to0\), but a different wave function. A function of the local density and its gradients cannot tell the two states apart. An energy that does tell them apart, written as a functional of the density, must multiply the vanishing \(\delta n_q\) by \(1/q\) twice.

**Q.** Can you show me the semilocal part with numbers?

**A.** Take the Kohn-Sham potential \(-V_0\sum_i\cos(2\pi x_i/a_L)\) on a simple cubic lattice with round parameters \(a_L=5\) bohr and \(V_0=0.4\) Ha, two electrons per cell, 123 vectors \(\mathbf G\) and an \(8\times4\times4\) k-mesh. The indirect gap is 0.2595 Ha, or 7.06 eV. The sum over momentum matrix elements gives \(a_0=0.07166\), and \(-\chi_{0,00}/q^2\) is 0.07160 and 0.07165 at \(q=0.02\) and \(0.01\) bohr\(^{-1}\). The part of the wing odd in \(\mathbf G=(\pm1,0,0)\,2\pi/a_L\), divided by \(q\), is \(-0.0318\) at both. Without local fields \(\epsilon_M=1+4\pi(0.07166)=1.9005\) on this mesh (1.9008 on denser meshes along the field); with \(\bar v\) alone (RPA) it is 1.688.

The ALDA head is \(-20.05\) Ha bohr\(^3\) at both wave vectors and the PBE head is \(-1.41\) on the real-space grid of 16 points per side used for these numbers (\(-1.45\) on finer grids). The bodies raise \(\epsilon_M\) by \(0.108\) and \(0.129\), to 1.795 and 1.817. Head and wings together shift the ALDA value by \(-1.26\times10^{-4}\) at \(q=0.02\) and \(-3.15\times10^{-5}\) at \(q=0.01\), a ratio of 4.00, as \(q^2\) requires; for PBE the shifts are \(+2.09\times10^{-4}\) and \(+5.24\times10^{-5}\). The ALDA sign deserves a remark. The head alone adds \(q^2f_{00}\) to \(1/a\), so it shifts \(\epsilon_M\) by \(-4\pi a^2q^2f_{00}\). With \(a=0.7953/4\pi=0.0633\) this is \(4\pi(0.0633)^2(10^{-4})(20.05)=+1.0\times10^{-4}\) at \(q=0.01\). The total is negative, so the wings supply about \(-1.3\times10^{-4}\) at the same order.

The clamped polarizability is \(s=0.0183\) for Kohn-Sham, ALDA and PBE alike, giving the lower bound \(1+4\pi(0.0183)=1.23\). Adding a head with \(\gamma=0.5\) to ALDA gives \(4\pi/0.7953=15.80\), then \(15.80+0.5=16.30\) and \(\epsilon_M=1+4\pi/16.30=1.771\). The basis matters unevenly: with 57 vectors ALDA gives 1.810, while 123, 251 and 389 vectors all give 1.795; PBE gives 1.817 with 57 and 123 vectors on this grid and settles at 1.816 with finer grids and larger bases. The value of \(s_0\) falls from 0.01855 with 57 vectors to 0.01829 with 123, as a minimum over a larger space must.

A semilocal kernel changes \(\epsilon_M\) only through its body and leaves the clamped polarizability \(s\) at its Kohn-Sham value, whereas the exact kernel has a head \(\gamma/q^2\) whenever \(s\) differs from \(s_0\). It remains to show in a definite system that \(\gamma\) is nonzero, and to find its sign and its effect on the dielectric constant.
